# The Edwards-Wilkinson to Kardar-Parisi-Zhang crossover time in one dimension: a numerical check

```python
"""
Crossover time of one-dimensional Kardar-Parisi-Zhang (KPZ) growth.

Equation:  dh/dt = n h_xx + (k/2) (h_x)^2 + noise,
           <noise noise'> = 2 D delta(x-x') delta(t-t'),  flat start.
n: tension, D: noise strength, k: nonlinear coefficient, W2: height variance.

Result under test: the only time scale is t0 = n^5/(D^2 k^4), and the early
Edwards-Wilkinson (EW) law and the late KPZ law for W2 intersect at
t_c = C t0 with C = 128/(pi^3 c^6), where c is the universal variance of
flat KPZ growth, c = 2^(-4/3) Var(Tracy-Widom, real symmetric matrices).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy


# ---------- dimensional analysis ----------
# columns: n, D, k; rows: lateral length, height, time
dimensions = sp.Matrix([[2, 1, 2], [0, 2, -1], [-1, -1, -1]])
exponents_x = dimensions.LUsolve(sp.Matrix([1, 0, 0]))
exponents_h = dimensions.LUsolve(sp.Matrix([0, 1, 0]))
exponents_t = dimensions.LUsolve(sp.Matrix([0, 0, 1]))
assert list(exponents_t) == [5, -2, -4]

# height and lateral distance measured in the same length unit
merged = sp.Matrix([dimensions.row(0) + dimensions.row(1), dimensions.row(2)])
rank_separate, rank_merged = dimensions.rank(), merged.rank()
assert rank_separate == 3 and rank_merged == 2
assert merged * sp.Matrix([-2, 1, 1]) == sp.zeros(2, 1)

# the scales must remove every parameter from the equation of motion
ns, Ds, ks = sp.symbols("n D k", positive=True)


def monomial(exponents):
    return ns**exponents[0] * Ds**exponents[1] * ks**exponents[2]


xs, hs, ts = (monomial(e) for e in (exponents_x, exponents_h, exponents_t))
assert sp.simplify(ns * ts / xs**2) == 1
assert sp.simplify(ks * hs * ts / xs**2) == 1
assert sp.simplify(Ds * ts / (xs * hs**2)) == 1
scales = sp.lambdify((ns, Ds, ks), (xs, hs, ts))


# ---------- early law ----------
def ew_law(n, D, t):
    return D / n * np.sqrt(2 * n * t / np.pi)


def ew_integrand(q, n, D, t):
    return -D / (np.pi * n * q**2) * np.expm1(-2 * n * q**2 * t)


for n, D, t in ((1.3, 0.7, 2.5), (0.6, 1.9, 0.8)):
    low = quad(ew_integrand, 1e-9, 1, args=(n, D, t))[0]
    high = quad(ew_integrand, 1, np.inf, args=(n, D, t))[0]
    assert abs((low + high) / ew_law(n, D, t) - 1) < 1e-6

# ---------- stationary slopes: lattice nonlinear flow, periodic ring ----------
slopes = sp.symbols("a0:5")
flux = [slopes[i]**2 + slopes[i] * slopes[i - 1] + slopes[i - 1]**2
        for i in range(5)]
flow = [flux[(i + 1) % 5] - flux[i] for i in range(5)]
assert sp.expand(sum(a * f for a, f in zip(slopes, flow))) == 0
assert sp.expand(sum(sp.diff(f, a) for a, f in zip(slopes, flow))) == 0


# ---------- universal variance from a Fredholm determinant ----------
def tracy_widom_moments(points):
    node, weight = np.polynomial.legendre.leggauss(points)
    x, wx = 12 * (node + 1), 12 * weight
    s, ws = -10 + 12 * (node + 1), 12 * weight
    root = np.sqrt(wx)
    cdf = np.array([np.linalg.det(
        np.eye(points) - root[:, None] * airy(x[:, None] + x + value)[0] * root)
        for value in s])
    top = 14.0
    mean = top - np.sum(ws * cdf)
    second = top**2 - np.sum(ws * 2 * s * cdf)
    return mean, second - mean**2


tw_mean, tw_variance = tracy_widom_moments(80)
assert abs(tracy_widom_moments(64)[1] - tw_variance) < 1e-6

# independent check: largest eigenvalues of real symmetric Gaussian matrices
rng = np.random.default_rng(11)
size, samples = 200, 3000
edge = np.empty(samples)
for j in range(samples):
    diagonal = rng.standard_normal(size)
    off = np.sqrt(rng.chisquare(np.arange(size - 1, 0, -1)) / 2)
    largest = eigvalsh_tridiagonal(diagonal, off, select="i",
                                   select_range=(size - 1, size - 1))[0]
    edge[j] = (largest - np.sqrt(2 * size)) * np.sqrt(2) * size**(1 / 6)
matrix_variance = edge.var()
# sampling error near 3 percent plus a finite-matrix correction
assert abs(matrix_variance / tw_variance - 1) < 0.12
assert abs(edge.mean() - tw_mean) < 0.15

c = 2**(-4 / 3) * tw_variance
prefactor = 128 / (np.pi**3 * c**6)


# ---------- late law and intersection ----------
def kpz_law(n, D, k, t):
    return c * (abs(k) * (D / n)**2 * t / 2)**(2 / 3)


def intersection(n, D, k):
    def gap(log_t):
        t = np.exp(log_t)
        return np.log(kpz_law(n, D, k, t) / ew_law(n, D, t))
    return np.exp(brentq(gap, -40, 40, xtol=1e-12))


for n, D, k in ((1, 1, 1), (2.3, 0.4, 0.7), (0.5, 1.7, -1.2)):
    assert abs(intersection(n, D, k) / (prefactor * scales(n, D, k)[2]) - 1) < 1e-8


# ---------- direct simulation, lattice spacing 1 ----------
def grow(n, D, k, t, dt, sites, seed):
    """Stochastic Heun steps; returns height variance and mean square slope."""
    generator = np.random.default_rng(seed)
    steps = int(np.ceil(t / dt))
    dt = t / steps
    h = np.zeros(sites)

    def drift(profile):
        right = np.roll(profile, -1) - profile
        left = np.roll(right, 1)
        return (n * (right - left)
                + k / 6 * (right * right + right * left + left * left))

    for _ in range(steps):
        kick = np.sqrt(2 * D * dt) * generator.standard_normal(sites)
        first = drift(h)
        h = h + 0.5 * dt * (first + drift(h + dt * first + kick)) + kick
    return h.var(), np.mean((np.roll(h, -1) - h)**2)


# at t0: same noise with and without the nonlinear term
k_weak = 0.5
t_weak = scales(1, 1, k_weak)[2]
ratio_t0 = (grow(1, 1, k_weak, t_weak, 0.05, 2**15, 3)[0]
            / grow(1, 1, 0, t_weak, 0.05, 2**15, 3)[0])
assert abs(ratio_t0 - 1) < 0.15

# at the intersection time
k_mid = 1.0
t_mid = prefactor * scales(1, 1, k_mid)[2]
linear_mid = grow(1, 1, 0, t_mid, 0.05, 2**15, 5)[0]
ratio_tc = grow(1, 1, k_mid, t_mid, 0.05, 2**15, 5)[0] / linear_mid
# sampling error of a few percent
assert abs(linear_mid / ew_law(1, 1, t_mid) - 1) < 0.15
assert 0.8 < ratio_tc < 1.6

# far beyond the intersection: late law and stationary slopes
k_late, t_late = 3.0, 60.0
W2_late, slope2_late = grow(1, 1, k_late, t_late, 0.025, 2**16, 7)
late_over_tc = t_late / intersection(1, 1, k_late)
# sampling error near 3 percent plus a finite-time correction of order 5 percent
assert abs(W2_late / kpz_law(1, 1, k_late, t_late) - 1) < 0.15
assert W2_late > 1.5 * ew_law(1, 1, t_late)
assert abs(slope2_late - 1) < 0.06

# ---------- worked example ----------
n, D, k = 1.0, 0.1, 0.5
x0, h0, t0 = scales(n, D, k)
t_c = intersection(n, D, k)
t_c_stiff = intersection(1.2 * n, D, k)

print("DIMENSIONS")
print("exponents of n, D, k in the time scale:", *exponents_t)
print("rank, height unit separate:", rank_separate)
print("rank, height and lateral unit equal:", rank_merged)
print("UNIVERSAL NUMBERS (dimensionless)")
print(f"Tracy-Widom variance, determinant: {tw_variance:.4f}")
print(f"same, {samples} random matrices of size {size}: {matrix_variance:.3f}")
print(f"late-time variance c: {c:.4f}")
print(f"prefactor C, noise strength 2D: {prefactor:.1f}")
print(f"prefactor C, noise strength D: {4 * prefactor:.0f}")
print("SIMULATION (n = D = lattice spacing = 1)")
print(f"k = {k_weak}, t = t0 = {t_weak:.0f}: W2/W2(k=0) = {ratio_t0:.3f}")
print(f"k = {k_mid}, t = t_c = {t_mid:.1f}: W2/W2(k=0) = {ratio_tc:.3f}")
print(f"k = 0, t = {t_mid:.1f}: W2/EW law = "
      f"{linear_mid / ew_law(1, 1, t_mid):.3f}")
print(f"late run: k = {k_late}, t = {t_late:.0f}, t/t_c = {late_over_tc:.1f}")
print(f"late run: W2 = {W2_late:.2f}")
print(f"late run: KPZ law = {kpz_law(1, 1, k_late, t_late):.2f}")
print(f"late run: EW law = {ew_law(1, 1, t_late):.2f}")
print(f"late run: mean square slope = {slope2_late:.3f} (stationary: D/n = 1)")
print("WORKED EXAMPLE")
print(f"n = {n} nm^2/s, D = {D} nm^3/s, k = {k} nm/s")
print(f"lateral scale x0 = {x0:.1f} nm")
print(f"height scale h0 = {h0:.1f} nm")
print(f"time scale t0 = {t0:.0f} s = {t0 / constants.hour:.2f} h")
print(f"intersection time t_c = {t_c:.3e} s = {t_c / constants.hour:.1f} h")
print(f"rms width at t0, EW law = {np.sqrt(ew_law(n, D, t0)):.2f} nm")
print(f"rms width at t0, KPZ law = {np.sqrt(kpz_law(n, D, k, t0)):.2f} nm")
print(f"W2 ratio KPZ law/EW law at t0 = "
      f"{kpz_law(n, D, k, t0) / ew_law(n, D, t0):.3f}")
print(f"rms width at t_c, either law = {np.sqrt(ew_law(n, D, t_c)):.2f} nm")
print(f"diffusion length sqrt(n t_c) = {np.sqrt(n * t_c):.0f} nm")
print(f"t_c factor for n larger by 20 percent = {t_c_stiff / t_c:.2f}")
print("verified")
```

Printed output:

```
DIMENSIONS
exponents of n, D, k in the time scale: 5 -2 -4
rank, height unit separate: 3
rank, height and lateral unit equal: 2
UNIVERSAL NUMBERS (dimensionless)
Tracy-Widom variance, determinant: 1.6078
same, 3000 random matrices of size 200: 1.627
late-time variance c: 0.6380
prefactor C, noise strength 2D: 61.2
prefactor C, noise strength D: 245
SIMULATION (n = D = lattice spacing = 1)
k = 0.5, t = t0 = 16: W2/W2(k=0) = 1.020
k = 1.0, t = t_c = 61.2: W2/W2(k=0) = 1.177
k = 0, t = 61.2: W2/EW law = 0.972
late run: k = 3.0, t = 60, t/t_c = 79.4
late run: W2 = 12.82
late run: KPZ law = 12.81
late run: EW law = 6.18
late run: mean square slope = 0.986 (stationary: D/n = 1)
WORKED EXAMPLE
n = 1.0 nm^2/s, D = 0.1 nm^3/s, k = 0.5 nm/s
lateral scale x0 = 40.0 nm
height scale h0 = 2.0 nm
time scale t0 = 1600 s = 0.44 h
intersection time t_c = 9.789e+04 s = 27.2 h
rms width at t0, EW law = 1.79 nm
rms width at t0, KPZ law = 1.27 nm
W2 ratio KPZ law/EW law at t0 = 0.504
rms width at t_c, either law = 5.00 nm
diffusion length sqrt(n t_c) = 313 nm
t_c factor for n larger by 20 percent = 2.49
verified
```
